# How a magnetron holds electrons directly and argon ions indirectly

Q: The magnets behind a sputtering target make an arched field in front of it, and the bright plasma sits under the arch. I take this to mean that the field holds the argon ions there. Ions and electrons carry charges of equal size, so the same field should trap both.

A: The charges are equal, but the size of an orbit also depends on momentum. Take a field of 30 mT and a singly charged argon ion with 5 eV of kinetic energy, moving at right angles to the field. How large do you expect its orbit to be?

Q: Smaller than the arch, or the plasma would not stay there. Let us calculate it.

A: I use atomic units, in which the electron mass, the elementary charge and $\hbar$ are one, with the convention that a unit charge feels the force $\mathbf v\times\mathbf B$. Let $M$ be the particle's mass and $W$ its kinetic energy. The magnetic force is perpendicular to $\mathbf v$, so it does no work and the speed $v$ stays constant. For motion perpendicular to a uniform field the force has the constant size $vB$ and must supply the centripetal force:

$$\frac{Mv^2}{r}=vB\quad\Rightarrow\quad r=\frac{Mv}{B}.$$

Since $W=Mv^2/2$, the momentum is $Mv=\sqrt{2MW}$, and

$$r=\frac{\sqrt{2MW}}{B}.$$

In SI units the denominator becomes $eB$. The period follows from $v$ and $r$ as $T=2\pi r/v=2\pi M/B$, which does not depend on energy.

For the ion, $v=4.91$ km/s and $T=86.7$ µs, so

$$r=\frac{vT}{2\pi}=\frac{4.91\ \text{km/s}\times 86.7\ \mu\text{s}}{2\pi}=6.78\ \text{cm},$$

or $1.282\times10^9$ bohr. An electron of the same energy in the same field has a radius smaller by the square root of the mass ratio, $\sqrt{72823}=269.9$. Its radius is 0.251 mm.

Q: The trap is perhaps 2 cm deep. The electron orbit fits inside it many times over, and the ion orbit does not fit at all.

A: Yes, and the ion crosses those 2 cm in about 4 µs, a small part of its period. The 6.78 cm belongs to motion wholly perpendicular to the field. If the directions are random, only the component $v\sin\alpha$ counts, where $\alpha$ is the angle to the field. Its average over the sphere is

$$\frac{v}{2}\int_0^\pi\sin^2\alpha\,d\alpha=\frac{\pi}{4}v,$$

so the mean radius is 5.33 cm, still several centimetres.

Q: But you chose 5 eV. Most ions are made from gas atoms near room temperature and start slowly. Their orbits must be much smaller.

A: That is a sound objection. At 300 K, $kT=0.0259$ eV. Because $r\propto\sqrt W$, the radius at that energy is $6.78\sqrt{0.0259/5}=0.49$ cm, which does fit in the trap. The gyroradius alone therefore does not settle the matter for slow ions. We have to include the electric field, which accelerates them towards the target.

Q: How do you compare the two fields? One pulls and the other bends.

A: By asking how much energy an ion must gain to get across. Take a flat model. The target is a plane, $\mathbf B$ is parallel to it, and all fields depend only on $s$, the distance travelled along the normal. There are no collisions. Let $x$ be the sideways direction, perpendicular to both the normal and $\mathbf B$, with its sense chosen so that the magnetic force turns forward motion towards $+x$. With $F(s)$ the electric force along $s$,

$$M\dot v_s=F(s)-B(s)v_x,\qquad M\dot v_x=B(s)v_s .$$

The opposite signs of the magnetic terms make their total power, $-Bv_xv_s+Bv_sv_x$, vanish.

In the second equation $v_s=ds/dt$, so it can be integrated along the path. For a particle with no sideways velocity at the start,

$$Mv_x=\int_0^sB(s')\,ds'\equiv\Phi(s).$$

The sideways momentum depends on the magnetic flux crossed, per unit length, and not on how fast it was crossed. Now let $W$ be the initial energy, all of it along the normal, and $U(s)=\int_0^sF\,ds'$ the energy gained from the electric field. Energy conservation reads

$$\frac{Mv_s^2}{2}+\frac{Mv_x^2}{2}=W+U(s).$$

Substituting $v_x=\Phi/M$ gives

$$\frac{Mv_s^2}{2}=W+U(s)-\frac{\Phi(s)^2}{2M}.$$

The particle moves forward while the right side is positive and turns back where it falls through zero. To cross a depth $d$, it needs a positive right side all the way.

Q: So the magnetic field takes no energy from the ion, but it moves energy from forward motion into sideways motion.

A: Yes. Now start from rest, $W=0$, with both fields uniform. Then $\Phi=Bs$ and $U(s)=U_d\,s/d$, where $U_d$ is the total gain. The condition is

$$U_d\frac{s}{d}>\frac{B^2s^2}{2M}\quad\Rightarrow\quad U_d>\frac{B^2sd}{2M}.$$

The right side is largest at $s=d$, so the crossing requires

$$U_d>U_c=\frac{B^2d^2}{2M}.$$

From $r^2=2MW/B^2$ we have $B^2/(2M)=W/r^2$, where $W$ and $r$ now refer to any reference ion in the same field. Using the 5 eV ion,

$$U_c=5\ \text{eV}\left(\frac{2.0}{6.78}\right)^2=0.435\ \text{eV}.$$

A potential drop of 0.435 V is enough for the singly charged ion. For an electron pushed across the same depth, $U_c$ is larger by the mass ratio: $0.435\times72823$ V, or 31.7 kV. This treats the electron as nonrelativistic; relativity would lower the value by about 3%. Direct integration of the nonrelativistic equations agrees on both sides of the threshold: at 0.98 of $U_c$ both particles turn back, and at 1.02 both cross. With relativity the electron threshold is 30.7 kV, or 0.97 of $U_c$, so a real electron would already cross at 0.98.

Q: Where has the gyroradius gone?

A: It is the case without an electric field. Set $U=0$ and give the particle an initial energy $W$. The condition at $s=d$ becomes $W>B^2d^2/(2M)$, which is the same as $r>d$. The energy criterion contains the orbit criterion and also covers ions that start from rest.

Q: How does 0.435 V compare with what the discharge supplies?

A: I take a presheath drop of 5 V over the 2 cm, as a rough value. The presheath is the region of weak field between the bulk plasma and the thin, strong-field sheath at the cathode. Those 5 V are more than ten times the requirement.

A thermal ion also has some sideways velocity, and the wrong direction makes the crossing harder. Let its initial sideways momentum be $p_0$, its sideways energy $W_x=p_0^2/(2M)$, and its normal velocity zero. The sideways momentum after a distance $s$ is $p_0+\Phi$, so

$$\frac{Mv_s^2}{2}=\frac{p_0^2}{2M}+U-\frac{(p_0+\Phi)^2}{2M}
=U-\frac{\Phi^2}{2M}-\frac{p_0\Phi}{M}.$$

At $s=d$ in the uniform field, $\Phi=\sqrt{2MU_c}$. In the unfavourable case $p_0=+\sqrt{2MW_x}$, the last term is $2\sqrt{W_xU_c}$. Both $U$ and $p_0\Phi/M$ grow in proportion to $s$, while $\Phi^2$ grows as $s^2$, so the end of the path is again the hardest point. The required gain is

$$U_c+2\sqrt{W_xU_c}=0.435+2\sqrt{0.0259\times0.435}=0.65\ \text{eV}$$

for $W_x=kT$. This is still far below 5 eV. The small orbit of a cold ion does not save it from being drawn across the trap.

Q: Then I need only compare the total voltage with $U_c$?

A: Not if the voltage is badly placed. Suppose the gain is

$$U(s)=U_c\left[0.3\frac{s}{d}+1.2\left(\frac{s}{d}\right)^{12}\right].$$

Its total is $1.5\,U_c=0.652$ eV, above the threshold for uniform fields. But an ion starting from rest needs $U(s)>U_c(s/d)^2$ everywhere. Near $s/d=0.3$ the twelfth power is negligible, and the condition reduces to $0.3>s/d$. The ion stops its forward motion after 0.60 cm and never reaches the steep part. Without collisions, a large drop in the cathode sheath therefore cannot by itself collect an ion that starts from rest at the far side of the trap. The presheath has to bring the ion to the sheath. Collisions relax this condition, because they let a stopped ion drift on across the magnetic field.

Q: Once it gets there, does it strike the target at a slant because of the magnetic field?

A: Slightly. On arrival the sideways momentum is $\Phi$, and the total momentum is $\sqrt{2MU}$ for an ion that started from rest. The angle $\theta$ from the normal obeys

$$\sin\theta=\frac{\Phi}{\sqrt{2MU}}=\sqrt{\frac{U_c}{U}}.$$

After 5 V of presheath this gives $\sqrt{0.435/5}=0.295$, or 17.1°. If a further 300 V falls in a sheath at the end of the same 2 cm path, the flux crossed is unchanged but $U$ is 305 eV. The angle drops to 2.2°. The sheath adds forward momentum and leaves the sideways momentum set by the flux. Both angles are for an ion that never collides. At 5 mTorr the 2 cm is about three free paths, as we shall see, and if each collision leaves the ion nearly at rest the mean angles fall to about 8° and under 1°.

Q: That explains why ions reach the target. It does not explain why the others stay. What stops an ion that moves away from the target?

A: Let one leave the target side of the trap at 5 eV along the normal. The same electric field that draws ions inward now opposes it, so $U(s)=-5\,s/d$ in eV. Put $u=s/d$. At the turning point

$$5-5u-0.435u^2=0.$$

The positive root is

$$u=\frac{-5+\sqrt{25+4\times0.435\times5}}{2\times0.435}=0.926,$$

which is 1.85 cm. With the electric field alone, the ion would turn at 2.00 cm. With the magnetic field alone, assumed to continue uniformly far enough, it would turn at 6.78 cm. Adding the magnetic field to the electric one shortens the excursion by 0.15 cm. At the turning point 4.63 eV has gone into electric potential energy and 0.37 eV into sideways motion. In this example the electric field does most of the stopping.

Q: So I could remove the magnets and the ions would stay?

A: No. I held the electric field fixed in that comparison, and in a discharge it would not remain fixed. Electrons must cross the magnetic field on their way to the anode, which they do with difficulty, and this helps to sustain an electric field in the plasma. The electrons are also the particles that ionise the gas. The magnets matter a great deal, but their hold on the ions passes through the electrons.

Q: Show me that electrons can hold ions at all. An electron is 72823 times lighter.

A: The light particle need not hold the heavy one by its inertia. Here the magnetic field holds the electrons, and the charge left behind pulls on the ions.

Consider an extreme case. A thick, neutral slab contains electrons of density $n$ that cannot move and an equal density of ions. There is no applied electric field. All ions start outward together with energy $W$. Follow one that begins at depth $a$ below the outer edge and call its displacement $\xi$.

While it is still inside the slab, $\xi<a$. The ions ahead of it carry charge $na$ per unit area, provided that none has been overtaken. The electrons ahead carry $-n(a-\xi)$. The net charge ahead is $n\xi$. Outside the whole neutral system the field is zero. In atomic units Gauss's law makes the field change by $4\pi$ times the charge per unit area, so the field at the ion is

$$E=0-4\pi n\xi=-4\pi n\xi.$$

The minus sign means that it pulls the ion back. An ion that stays inside the slab stops at $\xi=\delta$, where its initial energy has been used up:

$$W=\int_0^\delta4\pi n\xi\,d\xi=2\pi n\delta^2
\quad\Rightarrow\quad\delta=\sqrt{\frac{W}{2\pi n}}.$$

This applies for $a\ge\delta$.

Q: And an ion nearer the edge gets out?

A: It gets out of the slab, but not free. Beyond the edge no electrons are ahead of it, and the charge ahead remains $na$. The pull then has the constant size $4\pi na$. If no ion overtakes another before it turns, its greatest displacement $\xi_m$ on this outward swing follows from

$$W=2\pi na^2+4\pi na(\xi_m-a)=4\pi na\,\xi_m-2\pi na^2.$$

Replace $W$ by $2\pi n\delta^2$ and divide by $4\pi na$:

$$\xi_m=\frac{\delta^2+a^2}{2a}\qquad(a<\delta).$$

At $a=\delta$ both formulas give $\delta$. Ions with smaller $a$ are slowed less, so while all are still on their first outward swing, those behind do not overtake those ahead.

For $10^{11}$ electrons per cm³ and 5 eV, $\delta$ is 74.3 µm. A simulation with 500 ion sheets, which found the field by counting the charge on either side, reproduced the two formulas for starting depths between $0.25\delta$ and $3\delta$. The largest error relative to the formulas was $9\times10^{-7}$.

Q: The formula for $\xi_m$ becomes very large as $a$ goes to zero. Some ions do escape.

A: A few can go far. To travel a distance $d$ beyond the edge, an ion needs $\xi_m-a=(\delta^2-a^2)/(2a)\ge d$. The limiting depth satisfies $a^2+2da-\delta^2=0$, so

$$a=\sqrt{d^2+\delta^2}-d\approx\frac{\delta^2}{2d}.$$

For $d=2$ cm this is 138 nm, a fraction $6.9\times10^{-6}$ of a plasma 2 cm thick. This value extends the formula to depths smaller than those simulated and ignores overtaking. So long a flight lasts many plasma periods, in which ions from behind can return, swing out again and pass. The value is therefore an estimate for the first outward swing only, and more ions can get that far later.

The estimate describes electrons that are held perfectly, and 30 mT does not hold them that tightly on so small a scale. At this density the electron plasma frequency is 3.4 times the electron cyclotron frequency, so the field of the separated charge drags the electrons along. Cold electrons in 30 mT shift by about 0.24 mm, and the ion excursion grows from 74 µm to about 0.26 mm, which is still far less than 2 cm. At 100 mT it is about 0.11 mm, and at 1 T it is close to the fixed-electron value. Real electrons move along field lines and leak across them, and ions can leave in quantity when electrons leave as well, so that no large negative charge stays behind. This matters in ionised deposition, where ions are wanted at the substrate: their path depends on the electric potential and on where electrons can go, as well as on the ions' own weak bending.

Q: You have ignored the gas. Do collisions restore my picture?

A: They weaken it further for the 5 eV ion. At 5 mTorr and 300 K, with a rough cross section of 100 Å$^2$, its mean free path is 0.62 cm, or 0.092 of its gyroradius. It turns through about 0.092 radian, roughly 5°, between collisions. For a 5 eV electron, with a rough cross section of 7 Å$^2$, the free path is 8.9 cm, or 353 gyroradii, so it completes many turns first.

For the cold ion the ratio is 1.27 with the same ion cross section, if the gas atoms are taken to be at rest. In fact they move about as fast as the ion, which shortens its free path and lowers the ratio to about 0.87. The cross section is also larger at thermal energy than at 5 eV, which brings the ratio to about 0.7 or below. Either way the value is borderline, and the orbit argument alone cannot decide the case. The energy argument can. If a collision leaves an ion nearly at rest, it has to cross, on average, only one free path before the next. Since $U_c\propto d^2$, the required drop over that distance is $0.435(0.62/2.0)^2=0.042$ V. The presheath supplies $5\times0.62/2.0=1.55$ V over it.

Q: How close are these numbers to a real magnetron?

A: A field of tens of millitesla near the target, a few millitorr of argon and a cathode drop of a few hundred volts are ordinary for a direct-current sputtering magnetron. The 5 V presheath drop and the 2 cm depth are rough and vary with the design. The assumption most plainly broken is the uniform field. If $B$ is 30 mT at the target and falls as $e^{-z/L}$ with distance $z$ from it, with $L=3.0$ cm, the flux over 2 cm is reduced by the factor $(L/d)(1-e^{-d/L})=0.730$. The threshold scales as its square and falls from 0.435 to 0.232 V. Real field lines are also arched. Where they meet the target they no longer lie across the ion's path, and the magnetic force does not oppose motion along them. The flat model leaves this out.

Q: Is there a field strong enough to make me right?

A: For ions that do not collide there is, and it need not be enormous. At 100 mT the 5 eV gyroradius is 2.03 cm, about the trap depth. With the depth and the 5 V drop held fixed, and the field uniform, $U_c$ rises by $(100/30)^2$ to about 4.8 V. The margin has nearly gone, and an unfavourable thermal velocity could turn a collisionless ion back. Collisions would still help it across: over one free path the requirement is about 0.47 V against the 1.55 V supplied, so at 5 mTorr even this field does not hold the ions. A heavier ion at the same charge would have a lower threshold, because $U_c\propto1/M$.

Q: Then I should say that the field confines the electrons, and that the ions are governed mainly by the electric field that goes with them.

A: For argon at 30 mT, with a presheath drop of several volts, yes. The magnetic field still bends the ions, by 17.1° in our collisionless presheath, but it does not hold them as it holds the electrons.

## Numbers as computed

```
Magnetic field: 30 mT
Kinetic energy: 5.0 eV
Trap depth: 2.0 cm
Presheath drop: 5.0 V
Sheath drop: 300 V
Argon ion mass / electron mass: 72823
Argon ion speed: 4.91 km/s
Argon ion gyroradius: 6.78 cm
Argon ion gyroradius, atomic units: 1.282e+09 bohr
Electron gyroradius: 0.251 mm
Gyroradius ratio ion/electron: 269.9
Argon ion gyroperiod: 86.7 us
Ion time to cross trap at 5 eV: 4.07 us
Least drop for ion to cross: 0.435 V
Least drop for electron to cross: 31.7 kV
Decay length of weakening field: 3.0 cm
Least ion drop, weakening field: 0.232 V
Late-drop test, total drop: 0.652 V
Late-drop test, ion stops after: 0.600 cm
Arrival angle after presheath: 17.1 degrees
Arrival angle after sheath too: 2.2 degrees
Outward ion turns, B only: 6.78 cm
Outward ion turns, E only: 2.00 cm
Outward ion turns, E and B: 1.85 cm
Plasma density: 1.0e+11 cm^-3
Ion excursion from held electrons: 74.3 um
Outer layer able to go one trap depth: 138 nm
That layer / trap depth: 6.9e-06
Largest relative error, sheet test: 9.2e-07
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Ion cross section (rough): 100 angstrom^2
Electron cross section (rough): 7 angstrom^2
Ion mean free path: 0.62 cm
Electron mean free path: 8.9 cm
Ion free path / gyroradius: 0.092
Electron free path / gyroradius: 353
Least ion drop over one free path: 0.042 V
Presheath drop over one free path: 1.55 V
Thermal energy kT: 0.0259 eV
Ion gyroradius at energy kT: 0.49 cm
Cold ion free path / gyroradius: 1.27
5 eV ion gyroradius at 100 mT: 2.03 cm
Mean gyroradius, random directions: 5.33 cm
```
